# When a Wide O-Si-O Angle Traps an Electron: A Tight-Binding Model: a numerical check

```python
"""Unbalanced O-Si-O angles lower an antibonding level of an SiO4 unit.

Result under test: with fixed bond lengths, an antibonding level lies below
the regular-tetrahedron s level E0 whenever the sum of the four Si-O unit
vectors is nonzero. In a network this level is a trap only when it falls
below the conduction-band edge.
Symbols: ES, EP = Si s and p energies; oxygen hybrid energy = 0;
VS, VP = s and p couplings to an oxygen hybrid; W = coupling strength between
the two hybrids of one bridging oxygen; theta = opened O-Si-O angle;
phi = opposite O-Si-O angle. Energies are in eV, angles in degrees.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

ES, EP, VS, VP, W = 2.0, 9.0, 4.0, 6.0, 2.0
TET = np.degrees(np.arccos(-1.0 / 3.0))
rng = np.random.default_rng(12)


def directions(theta, phi=TET):
    t, p = np.radians([theta / 2, phi / 2])
    return np.array([[np.sin(t), 0, np.cos(t)], [-np.sin(t), 0, np.cos(t)],
                     [0, np.sin(p), -np.cos(p)], [0, -np.sin(p), -np.cos(p)]])


def cluster(units, es=ES, ep=EP, vs=VS, vp=VP):
    """Orbital order: Si s, px, py, pz, then four oxygen hybrids."""
    h = np.zeros((8, 8))
    h[:4, :4] = np.diag([es, ep, ep, ep])
    h[4:, 0] = vs
    h[4:, 1:4] = vp * units
    h[:4, 4:] = h[4:, :4].T
    return h


def s_level(es, vs):
    return es / 2 + np.sqrt(es**2 / 4 + 4 * vs**2)


def reduced_level(theta):
    """Lowest antibonding root of the two-orbital (s, pz) secular equation."""
    a, b = np.cos(np.radians([theta / 2, TET / 2]))
    mss, msz = 4 * VS**2, 2 * VS * VP * (a - b)
    mzz = 2 * VP**2 * (a * a + b * b)

    def det(e):
        return (e - ES - mss / e) * (e - EP - mzz / e) - (msz / e)**2
    return brentq(det, 0.01, s_level(ES, VS), xtol=1e-13)


def bond_energies(units, occupations):
    h = cluster(units)
    _, c = np.linalg.eigh(h)
    density = (c * occupations) @ c.T
    return np.array([2 * density[4 + i, :4] @ h[4 + i, :4] for i in range(4)])


def network(theta, size):
    """Periodic diamond-type network with one Si site opened to theta."""
    rows, cols, vals = [], [], []

    def put(i, j, value):
        rows.extend([i, j])
        cols.extend([j, i])
        vals.extend([value, value])

    def base(i, j, k):
        return 16 * (((i % size) * size + j % size) * size + k % size)

    shifts = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]
    regular, opened = directions(TET), directions(theta)
    n = 16 * size**3
    diagonal = np.zeros(n)
    for i in range(size):
        for j in range(size):
            for k in range(size):
                here = base(i, j, k)
                diagonal[here:here + 8] = [ES, EP, EP, EP] * 2
                first = opened if here == 0 else regular
                for m, (di, dj, dk) in enumerate(shifts):
                    there = base(i - di, j - dj, k - dk) + 4
                    ha, hb = here + 8 + m, here + 12 + m
                    put(ha, hb, -W)
                    va = np.r_[VS, VP * first[m]]
                    vb = np.r_[VS, -VP * regular[m]]
                    for q in range(4):
                        put(here + q, ha, va[q])
                        put(there + q, hb, vb[q])
    rows.extend(range(n))
    cols.extend(range(n))
    vals.extend(diagonal)
    return coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()


def network_state(theta, size):
    h = network(theta, size)
    start = np.random.default_rng(5).normal(size=h.shape[0])
    e, c = eigsh(h, k=2, sigma=6.0, which="LM", v0=start)
    pick = np.argmin(e)
    unit = [0, 1, 2, 3, 8, 9, 10, 11]
    return e[pick], np.sum(c[unit, pick]**2)


# Regular unit and the reduced equation against direct diagonalization.
E0 = s_level(ES, VS)
levels_tet = np.linalg.eigvalsh(cluster(directions(TET)))
assert abs(levels_tet[4] - E0) < 1e-10
angles = [120.0, 132.0, 150.0, 160.0, 170.0, 180.0]
level = {}
for angle in angles:
    level[angle] = np.linalg.eigvalsh(cluster(directions(angle)))[4]
    assert abs(level[angle] - reduced_level(angle)) < 1e-9

# General theorem: random bond directions and random parameters.
trials = 500
for _ in range(trials):
    u = rng.normal(size=(4, 3))
    u /= np.linalg.norm(u, axis=1)[:, None]
    es, ep = rng.uniform(-5, 12, 2)
    vs, vp = rng.uniform(1, 8, 2)
    e = np.linalg.eigvalsh(cluster(u, es, ep, vs, vp))
    assert np.sum(e < 0) == 4 and e[4] < s_level(es, vs)

# Small-opening law.
small = 1.0
a, b = np.cos(np.radians([(TET + small) / 2, TET / 2]))
gap_sp = EP + 4 * VP**2 / (3 * E0) - E0
law = (2 * VS * VP * (a - b))**2 / (E0**2 * (1 + 4 * VS**2 / E0**2) * gap_sp)
direct = E0 - np.linalg.eigvalsh(cluster(directions(TET + small)))[4]
# The neglected next order is linear in the opening, about one percent here.
assert abs(law / direct - 1) < 0.03

# Causal controls: no Si p orbitals; two opposite angles opened equally.
keep = [0, 4, 5, 6, 7]
no_p = np.linalg.eigvalsh(cluster(directions(180.0))[np.ix_(keep, keep)])[-1]
balanced = np.linalg.eigvalsh(cluster(directions(132.0, 132.0)))[4]
assert abs(no_p - E0) < 1e-10 and abs(balanced - E0) < 1e-10

# Shape of the extra-electron orbital and survival of the bonds.
_, vectors = np.linalg.eigh(cluster(directions(180.0)))
orbital = vectors[:, 4]
weights = orbital**2
assert orbital[0] * orbital[3] > 0
assert weights[4] > weights[6]
neutral = np.array([2, 2, 2, 2, 0, 0, 0, 0])
charged = np.array([2, 2, 2, 2, 1, 0, 0, 0])
bond_tet = bond_energies(directions(TET), neutral)
bond_open = bond_energies(directions(180.0), neutral)
bond_extra = bond_energies(directions(180.0), charged)
assert np.all(bond_extra < 0.5 * bond_tet.mean())

# Network: band edge, extended state and bound state.
edge = (ES - W) / 2 + np.sqrt(((ES + W) / 2)**2 + 4 * VS**2)
assert abs(network_state(TET, 4)[0] - edge) < 1e-8
sizes = (4, 6)
net_angles = [132.0, 150.0, 160.0, 170.0, 180.0]
net = {(t, n): network_state(t, n) for t in net_angles for n in sizes}
dense = np.linalg.eigvalsh(network(180.0, 4).toarray())
half = len(dense) // 2
assert abs(dense[half] - net[180.0, 4][0]) < 1e-8
assert dense[half - 1] < 0
bind = {key: edge - value[0] for key, value in net.items()}
site_ratio = (sizes[1] / sizes[0])**3
shift_ratio = bind[132.0, 4] / bind[132.0, 6]
# Scattering by the site adds corrections to pure inverse-size scaling.
assert abs(shift_ratio / site_ratio - 1) < 0.25
assert net[132.0, 6][1] < 0.05
assert bind[180.0, 6] > 0.2 and net[180.0, 6][1] > 0.5
assert abs(bind[180.0, 4] - bind[180.0, 6]) < 0.02


def stiffness_limit(theta, rest):
    return 2 * bind[theta, 6] / np.radians(theta - rest)**2


print(f"Si s, Si p, O hybrid energies: {ES:.1f}, {EP:.1f}, 0.0 eV")
print(f"Couplings VS, VP, W: {VS:.1f}, {VP:.1f}, {W:.1f} eV")
print(f"Tetrahedral angle: {TET:.2f} deg")
print(f"Regular unit, s antibonding level E0: {E0:.4f} eV")
print(f"Regular unit, p antibonding level: {levels_tet[5]:.4f} eV")
print(f"Energy denominator D: {gap_sp:.4f} eV")
print(f"Random geometries passing the theorem: {trials} (count)")
print(f"Opening by {small:.0f} deg, lowering direct: {1000*direct:.4f} meV")
print(f"Opening by {small:.0f} deg, lowering by law: {1000*law:.4f} meV")
for t in angles:
    s = 2 * abs(np.cos(np.radians(t / 2)) - np.cos(np.radians(TET / 2)))
    print(f"Cluster {t:.0f} deg: |S| {s:.4f} (no unit), level "
          f"{level[t]:.4f} eV, lowering {E0-level[t]:.4f} eV")
print(f"Control without Si p, 180 deg: level {no_p:.4f} eV")
print(f"Control with both angles 132 deg: level {balanced:.4f} eV")
print(f"180 deg orbital weight, Si s: {weights[0]:.4f} (fraction)")
print(f"180 deg orbital weight, Si pz: {weights[3]:.4f} (fraction)")
print(f"180 deg weight, each O of opened pair: {weights[4]:.4f} (fraction)")
print(f"180 deg weight, each O of other pair: {weights[6]:.4f} (fraction)")
print(f"Bond energy, regular neutral unit: {bond_tet[0]:.3f} eV per bond")
print(f"Bond energies, 180 deg neutral, opened/other pair: "
      f"{bond_open[0]:.3f}, {bond_open[2]:.3f} eV per bond")
print(f"Bond energies, 180 deg plus electron, opened/other pair: "
      f"{bond_extra[0]:.3f}, {bond_extra[2]:.3f} eV per bond")
print(f"Network band edge: {edge:.4f} eV")
print(f"Network sizes: {2*sizes[0]**3}, {2*sizes[1]**3} Si sites")
for t in net_angles:
    print(f"Network {t:.0f} deg: below edge, small/large cell "
          f"{bind[t,4]:.5f}, {bind[t,6]:.5f} eV")
    print(f"Network {t:.0f} deg: weight on opened unit, small/large cell "
          f"{net[t,4][1]:.4f}, {net[t,6][1]:.4f} (fraction)")
print(f"Ratio of site numbers: {site_ratio:.3f} (no unit)")
print(f"Ratio of shifts at 132 deg: {shift_ratio:.3f} (no unit)")
for t in (160.0, 170.0, 180.0):
    print(f"Stiffness limit at {t:.0f} deg, rest {TET:.2f}/132 deg: "
          f"{stiffness_limit(t,TET):.3f}, {stiffness_limit(t,132.0):.3f} "
          "eV/rad^2")
print("PASS")
```

Output:

```
Si s, Si p, O hybrid energies: 2.0, 9.0, 0.0 eV
Couplings VS, VP, W: 4.0, 6.0, 2.0 eV
Tetrahedral angle: 109.47 deg
Regular unit, s antibonding level E0: 9.0623 eV
Regular unit, p antibonding level: 12.7614 eV
Energy denominator D: 5.2344 eV
Random geometries passing the theorem: 500 (count)
Opening by 1 deg, lowering direct: 0.1558 meV
Opening by 1 deg, lowering by law: 0.1539 meV
Cluster 120 deg: |S| 0.1547 (no unit), level 9.0417 eV, lowering 0.0206 eV
Cluster 132 deg: |S| 0.3412 (no unit), level 8.9471 eV, lowering 0.1151 eV
Cluster 150 deg: |S| 0.6371 (no unit), level 8.5997 eV, lowering 0.4626 eV
Cluster 160 deg: |S| 0.8074 (no unit), level 8.2982 eV, lowering 0.7641 eV
Cluster 170 deg: |S| 0.9804 (no unit), level 7.9424 eV, lowering 1.1199 eV
Cluster 180 deg: |S| 1.1547 (no unit), level 7.5572 eV, lowering 1.5051 eV
Control without Si p, 180 deg: level 9.0623 eV
Control with both angles 132 deg: level 9.0623 eV
180 deg orbital weight, Si s: 0.4454 (fraction)
180 deg orbital weight, Si pz: 0.2808 (fraction)
180 deg weight, each O of opened pair: 0.1248 (fraction)
180 deg weight, each O of other pair: 0.0122 (fraction)
Bond energy, regular neutral unit: -12.684 eV per bond
Bond energies, 180 deg neutral, opened/other pair: -11.993, -11.894 eV per bond
Bond energies, 180 deg plus electron, opened/other pair: -10.107, -11.710 eV per bond
Network band edge: 8.2462 eV
Network sizes: 128, 432 Si sites
Network 132 deg: below edge, small/large cell 0.00078, 0.00024 eV
Network 132 deg: weight on opened unit, small/large cell 0.0112, 0.0034 (fraction)
Network 150 deg: below edge, small/large cell 0.00927, 0.00350 eV
Network 150 deg: weight on opened unit, small/large cell 0.0802, 0.0392 (fraction)
Network 160 deg: below edge, small/large cell 0.11650, 0.11543 eV
Network 160 deg: weight on opened unit, small/large cell 0.7030, 0.7174 (fraction)
Network 170 deg: below edge, small/large cell 0.39437, 0.39434 eV
Network 170 deg: weight on opened unit, small/large cell 0.8782, 0.8785 (fraction)
Network 180 deg: below edge, small/large cell 0.73756, 0.73756 eV
Network 180 deg: weight on opened unit, small/large cell 0.9351, 0.9351 (fraction)
Ratio of site numbers: 3.375 (no unit)
Ratio of shifts at 132 deg: 3.319 (no unit)
Stiffness limit at 160 deg, rest 109.47/132 deg: 0.297, 0.967 eV/rad^2
Stiffness limit at 170 deg, rest 109.47/132 deg: 0.707, 1.793 eV/rad^2
Stiffness limit at 180 deg, rest 109.47/132 deg: 0.974, 2.102 eV/rad^2
PASS
```
